# Binary-collision dopant ranges: scattering-angle quadrature, energy balance and statistics

## Result

A binary-collision range calculation needs two separate validations before histories are collected. The scattering angle must be compared with an independent solution of the two-atom motion, and each collision must balance energy and momentum. The second cannot replace the first. For arsenic at 40 keV in amorphous silicon, a one-point angle quadrature balances energy to rounding error, yet shifts the mean depth by \(-0.84\) nm. Sixteen points remove this shift to the last printed digit, 0.001 nm. In the model below, 12000 histories then give a mean depth of \(32.7\pm0.1\) nm and a straggle (standard deviation of depth) of \(12.0\pm0.1\) nm. The uncertainties are standard errors of sampling and exclude errors of the model. Moment equations for the same model, free of sampling noise, give 32.9 nm and 12.0 nm; the sampled depth lies two standard errors below the first.

## The model

An ion of mass \(M_1\), atomic number \(Z_1\) and laboratory energy \(E\) enters a cold, structureless solid of number density \(N\), with atoms of mass \(M_2\) and atomic number \(Z_2\). It flies straight for \(L=N^{-1/3}\), losing energy to electrons, and then meets one atom at rest. The impact parameter \(p\) is uniform over a disc of radius \(p_m\). One atom per volume \(\pi p_m^2L\) requires

\[
\pi p_m^2LN=1,\qquad p=p_m\sqrt{\xi},
\]

with \(\xi\) uniform on \((0,1)\), because the probability of lying within \(p\) is \(p^2/p_m^2\). Collisions are elastic and non-relativistic. Recoils are not followed, and an ion stops when its energy falls to 25 eV or less.

The interaction is the universal screened potential. With \(C=Z_1Z_2e^2/(4\pi\varepsilon_0)\),

\[
V(r)=\frac Cr\,\phi(r/a),\qquad \phi(x)=\sum_i c_ie^{-d_ix},
\]

\[
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\]

where \(a_0\) is the Bohr radius, \(c_i=(0.1818,\,0.5099,\,0.2802,\,0.02817)\) and \(d_i=(3.2,\,0.9423,\,0.4029,\,0.2016)\).

## The scattering integral

In the centre-of-mass frame the energy is \(E_c=EM_2/(M_1+M_2)\). Conservation of energy and angular momentum gives the polar angle swept between infinity and closest approach \(r_0\). Twice this angle, subtracted from \(\pi\), is the deflection:

\[
\theta=\pi-2\int_{r_0}^{\infty}\frac{p\,dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}} .
\]

Set \(x=r/a\), \(b=p/a\) and \(\epsilon=aE_c/C\). Then \(V/E_c=\phi/(\epsilon x)\), and the turning point \(x_0\) satisfies

\[
h(x)\equiv\frac{\phi(x)}{\epsilon x}+\frac{b^2}{x^2}=1 .
\]

Newton's method is safe when applied to \(\ln h\). Since \(e^{-dx}/x=\int_d^\infty e^{-sx}ds\) and \(1/x^2=\int_0^\infty s\,e^{-sx}ds\), we may write \(h=\int w(s)e^{-sx}ds\) with \(w\ge0\). Differentiating twice,

\[
(\ln h)''=\langle s^2\rangle-\langle s\rangle^2\ge0,
\]

where the averages have weight \(we^{-sx}\). Thus \(\ln h\) is convex and decreasing. For \(b>0\), the starting point \(x=b\) has \(h>1\) and lies left of the root. A tangent to a convex curve lies below it, so each iterate moves right without passing the root, apart from rounding.

Next put \(u=x_0/x\), for which \(dx/x^2=-du/x_0\):

\[
\theta=\pi-\frac{2b}{x_0}\int_0^1\frac{du}{\sqrt{g(u)}},\qquad
g(u)=1-h(x_0/u).
\]

The integrand is singular at \(u=1\), where \(g\) has a simple zero. The substitution \(u=\cos t\) supplies a factor \(\sqrt{1-u^2}\), which cancels the singularity. With

\[
F(u)=\sqrt{\frac{1-u^2}{g(u)}},\qquad t_j=\frac{(2j-1)\pi}{4n},
\]

the \(n\)-point midpoint rule of step \(\pi/(2n)\) becomes

\[
\theta_n=\pi\left[1-\frac b{x_0}\frac1n\sum_{j=1}^nF(\cos t_j)\right].
\]

## Quadrature error

For \(f(t)=F(\cos t)\) and step \(\eta=\pi/(2n)\), the integral minus the midpoint sum is, to leading order,

\[
\frac{\eta^2}{24}\left[f'(\pi/2)-f'(0)\right].
\]

Higher terms contain higher odd derivatives at the ends. At \(t=0\) these vanish because \(\cos t\) is even. At \(t=\pi/2\), \(f'=-F'(0)\), so the behaviour of \(F\) near \(u=0\), the distant part of the orbit, decides the convergence.

For an unscreened Coulomb potential, \(\phi=1\), and \(g=1-u/(\epsilon x_0)-b^2u^2/x_0^2\). Hence \(F'(0)=1/(2\epsilon x_0)\). The integral enters \(\theta\) with the factor \(-2b/x_0\), so

\[
\theta_n-\theta\simeq-\frac{b\,\eta^2}{24\,\epsilon x_0^2}.
\]

The error falls as \(n^{-2}\). The closed form \(\theta=2\arctan[1/(2\epsilon b)]\) allows a direct comparison. For \((\epsilon,b)=(0.1,2),(1,0.7),(5,0.3)\) and \(n=400\), the largest difference is \(2.43\times10^{-7}\) rad. The estimate for the middle pair, with \(x_0=1.360\) and \(\eta=0.003927\), is also \(2.43\times10^{-7}\) rad in magnitude.

For the screened potential, \(\phi(x_0/u)\) and all its derivatives vanish as \(u\to0^+\). What remains of \(F\) there is even in \(u\), so every odd endpoint derivative vanishes. The error therefore falls faster than any fixed power of \(1/n\) as \(n\) grows.

The gain is visible on a grid of 40 logarithmically spaced \(\epsilon\) from \(10^{-4}\) to 0.189 and 60 equally spaced \(b\) from 0.05 to 13.4. Relative to 256 points, the largest angle errors are:

- \(n=1\): \(3.2\times10^{-2}\) rad
- \(n=4\): \(2.8\times10^{-4}\) rad
- \(n=8\): \(9.8\times10^{-6}\) rad
- \(n=16\): \(2.0\times10^{-7}\) rad

## Independent values of the angle

Agreement between two node counts would not expose a wrong integral. One independent value comes from weak deflection. Along an almost straight path the transverse impulse is \(-(1/v)\,d/dp\int V\,dz\), where \(v\) is the relative speed. Dividing by the relative momentum, whose product with \(v\) is \(2E_c\), and using \(\int e^{-dr}r^{-1}dz=2K_0(dp)\) and \(K_0'=-K_1\), gives

\[
\theta\simeq\frac1\epsilon\sum_i c_id_iK_1(d_ib).
\]

At \(\epsilon=10\), \(b=5\) this is 0.002155 rad; the quadrature with 256 points gives 0.002151 rad, lower by 0.2%.

A stronger comparison integrates Newton's equations for both atoms in the laboratory, with an adaptive eighth-order Runge–Kutta method. The ion starts \(80a\) before the target, and the run lasts for the time in which it would have covered \(180a\) at its initial speed. The cases are 40 keV with \(b=0.5\) and 2, 2 keV with \(b=3\), and 100 eV with \(b=1\) and 8. Against the 256-point quadrature, the largest difference in transferred energy is \(3.7\times10^{-8}\) of the head-on maximum. The largest difference in laboratory angle is \(1.4\times10^{-8}\) rad.

The angles can also be integrated into a stopping power. The reduced nuclear stopping is

\[
s_n(\epsilon)=\epsilon\int_0^\infty\sin^2\!\frac\theta2\;2b\,db .
\]

Gauss–Legendre integration in \(b^{1/3}\) up to \(b=60\), with 64 angle points, was compared with the universal fit

\[
s_n=\frac{\ln(1+1.1383\epsilon)}{2(\epsilon+0.01321\epsilon^{0.21226}+0.19593\epsilon^{0.5})}.
\]

At \(\epsilon=0.02,\,0.2,\,2\) the largest relative difference is 0.14%.

## What energy balance can detect

Let \(\mu=M_1M_2/(M_1+M_2)\). An elastic collision rotates the relative momentum \(\mu v\) by \(\theta\), so the recoil receives momentum \(2\mu v\sin(\theta/2)\). With \(v^2=2E/M_1\), its energy is

\[
T=\frac{[2\mu v\sin(\theta/2)]^2}{2M_2}
=\gamma E\sin^2\frac\theta2,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
\]

The ion's centre-of-mass speed is \(vM_2/(M_1+M_2)\), and the centre of mass itself moves at \(vM_1/(M_1+M_2)\). Adding the velocities gives the laboratory deflection

\[
\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}.
\]

In the simulation, \(\psi\) and a random azimuth rotate the ion's direction \(\mathbf n\) into \(\mathbf n'\). With \(E'=E-T\), the recoil energy is recomputed from the missing momentum:

\[
T_{\rm rec}=\frac{\left|\sqrt{2M_1E}\,\mathbf n-\sqrt{2M_1E'}\,\mathbf n'\right|^2}{2M_2}.
\]

The condition \(T_{\rm rec}=T\) detects a centre-of-mass angle used as a laboratory angle, a mass ratio that differs among the formulas for \(T\), \(\psi\) and \(T_{\rm rec}\), or a rotation through the wrong polar angle. It does not detect a wrong azimuth, a wrong mass ratio used consistently, or a wrong mass ratio in \(E_c\), which changes only \(\theta\). It is also blind to an error in \(\theta\), because the derivation above holds for any \(\theta\). For 2000 random collisions with one-point angles, the largest imbalance is \(9\times10^{-16}\) of the ion energy.

## Algorithm

Electronic stopping is taken proportional to speed, in the Lindhard–Scharff form

\[
k\sqrt E=N\,\frac{8\pi e^2a_0}{4\pi\varepsilon_0}\,
\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v_1}{v_0},
\]

with \(v_1\) the ion speed and \(v_0\) the Bohr speed. From \(dE/ds=-k\sqrt E\) follows \(d\sqrt E/ds=-k/2\), so \(\sqrt E\) falls by \(kL/2\) on each flight. One history repeats these operations:

1. Advance by \(L\mathbf n\) and flag the ion if it has crossed the surface.
2. Reduce \(\sqrt E\) by \(kL/2\) and record the electronic loss.
3. Draw \(p\) and an azimuth, and compute \(\theta\) with 16 points.
4. Find \(T\), rotate \(\mathbf n\), compare \(T_{\rm rec}\) with \(T\), and add \(T_{\rm rec}\) to the ledger.
5. Stop if the remaining energy is 25 eV or less.

Flagged ions are still followed as if the solid filled all space. The same histories can then be compared with equations for an infinite medium.

## Moments without random numbers

Let \(R(E)\) be the mean path and \(P(E)\) the mean displacement along the initial direction. Let \(E'\) now be the energy after one flight and collision. Later displacement is on average \(P(E')\) along the new direction, whose projection on the old one is \(\cos\psi\). Hence

\[
R=L+\langle R(E')\rangle,\qquad
P=L+\langle\cos\psi\,P(E')\rangle .
\]

The average is over \(p\), and quantities at \(E'\) are zero once the ion has stopped. For second moments, write the total displacement as \(\mathbf r=L\mathbf n+\mathbf r'\). Squaring gives \(r^2=L^2+2L\,\mathbf n\cdot\mathbf r'+r'^2\). For \(Q=\langle r^2\rangle\) and \(A=\langle(3z^2-r^2)/2\rangle\),

\[
Q=L^2+2L\langle\cos\psi P(E')\rangle+\langle Q(E')\rangle,
\]
\[
A=L^2+2L\langle\cos\psi P(E')\rangle+\langle P_2(\cos\psi)A(E')\rangle .
\]

The Legendre polynomial \(P_2\) appears because \(\mathbf r'\) is distributed symmetrically about the new direction. Then \(\langle z^2\rangle=(Q+2A)/3\), and the variance along one lateral axis is \((Q-\langle z^2\rangle)/2\).

Linear interpolation on 600 points equally spaced in \(\sqrt E\), with 80 Gauss–Legendre points in \(p\), turns these relations into linear systems. Doubling the energy grid changes each of the four results by less than 0.3%.

## Worked example: arsenic in silicon

Take \(M_1=74.92\) u, \(M_2=28.09\) u and \(N=4.9\times10^{22}\ \mathrm{cm^{-3}}\), a rough density for amorphous silicon. Then \(L=0.2733\) nm, \(p_m=0.1542\) nm, \(a=0.01151\) nm, \(C=665.3\) eV nm and \(\gamma=0.7933\). Averaging \(T\) over impact parameter gives the nuclear stopping power \(N\int_0^\infty T\,2\pi p\,dp=\pi a^2N\gamma E\,s_n/\epsilon\). At 40 keV this is 1178 eV/nm, and the electronic stopping power is 176 eV/nm.

For a collision at 40 keV with \(p=0.020\) nm,

\[
b=\frac{0.020}{0.01151}=1.74,\qquad
\epsilon=\frac{0.01151\times40000\times28.09}{665.3\times103.01}=0.189 .
\]

Newton's method gives \(x_0=2.302\), or 0.0265 nm, and the quadrature gives \(\theta=47.21^\circ\). Therefore

\[
T=0.7933\times40000\times\sin^2(23.60^\circ)\simeq5088\ \mathrm{eV},
\]
\[
\tan\psi=\frac{0.734}{0.679+2.667},\qquad \psi=12.37^\circ .
\]

If \(\theta\) were used as the laboratory angle, the missing momentum would imply a recoil of 64.4 keV, more than the ion's initial energy. The balance exposes this error at once.

In 12000 histories the worst collision imbalance is \(5.6\times10^{-15}\) of the ion energy. The mean ledger reads

\[
35770+4213+17=40000\ \mathrm{eV}
\]

for nuclear, electronic and residual energy. The sampled values, with standard errors, and the moment solutions are:

- path: \(37.75\pm0.12\) and 38.02 nm
- mean depth: \(32.69\pm0.11\) and 32.91 nm
- depth straggle: \(11.95\pm0.08\) and 12.00 nm
- lateral straggle: \(8.89\pm0.05\) and 8.96 nm

All four samples are low, the path by 2.2 standard errors and the depth by 2.0. They come from the same histories and are not four independent trials. The differences are compatible with sampling, but a systematic difference of several tenths of a percent is not excluded. Four times as many histories would halve the standard errors.

No ion crossed the surface. One collision cannot turn arsenic back, since the velocity addition above limits \(\psi\) to \(\arcsin(M_2/M_1)=22.0^\circ\). At least five collisions are needed to exceed \(90^\circ\).

For a dose of \(10^{15}\ \mathrm{cm^{-2}}\), a Gaussian of the sampled straggle would peak at

\[
\frac{10^{15}}{\sqrt{2\pi}\times11.95\times10^{-7}}
=3.34\times10^{20}\ \mathrm{cm^{-3}} .
\]

The histogram with 4 nm bins peaks at \(3.3\times10^{20}\ \mathrm{cm^{-3}}\), in the bin centred at 30 nm. The skewness is 0.45, so a Gaussian is less suitable for the deep tail: it puts the 99th percentile at \(32.69+2.326\times11.95=60.5\) nm, whereas the sample gives 63.5 nm.

## Error budget

The moment equations give small changes without sampling noise. Their energy grid was tested only to 0.3%, or 0.1 nm in depth, so the flight and cutoff entries, for which grid errors need not cancel, indicate size only. Each change in mean depth below is relative to 32.91 nm, with the other settings fixed:

- one angle point instead of 16: \(-0.84\) nm
- electronic stopping raised by 20%: \(-0.55\) nm
- screening length raised by 5%: \(-1.70\) nm
- flight halved, with the disc area doubled: \(-0.09\) nm
- cutoff raised to 50 eV: \(-0.14\) nm
- deflection point displaced: \(-0.82\) nm

The last entry tests a convention for placing collisions. The model turns the ion abreast of the target, but a hard sphere of radius \(\rho\) turns it on contact. Since \(p=\rho\cos(\theta/2)\), contact occurs earlier by \(\rho\sin(\theta/2)=p\tan(\theta/2)\). Subtracting the mean of this length from each flight gives the quoted shift. This rule also packs collisions closer together than one per length \(L\). If successive target planes are instead kept \(L\) apart, the length removed before a collision is returned after it along the new direction. A fraction \(1-\cos\psi\) of each length is then lost, together with the whole length at the last collision. Since \(\psi\le22^\circ\) gives \(1-\cos\psi<0.08\), most of the shift cancels. The hard sphere is itself only a stand-in for the screened potential, so this entry shows sensitivity to the rule and is not a correction to apply.

Among these variations, the assumed 5% change in screening matters most. The sampling error of 0.11 nm is already much smaller, so more histories alone would not make the prediction correspondingly more accurate.

## Relation to a real implant

Arsenic implanted at tens of keV can form the source and drain contacts of a transistor. The amorphous model suits a layer amorphized beforehand to beyond the ion range. In crystalline silicon, atomic rows can steer ions deeper. Averaging \(V\) along a row of spacing \(s\) gives \(U(\rho)=(2C/s)\sum_ic_iK_0(d_i\rho/a)\). Steering is estimated to fail when the transverse energy \(E\psi_c^2\) reaches \(U(\psi_cs)\), where the ion drifts sideways by its own distance from the row within one spacing. For ⟨110⟩ rows, \(s=0.384\) nm, a numerical root gives \(\psi_c\simeq5.6^\circ\). The ⟨100⟩ rows normal to a (100) wafer have \(s=0.543\) nm and a smaller angle, about \(4^\circ\). The amorphous result should not be used for a crystal aligned within a few degrees of such a row. Sputtering with an assumed yield of 2 removes \(2\times10^{15}/(4.9\times10^{22})\) cm, or 0.4 nm. Annealing can change the profile more. With an assumed constant diffusivity \(D=10^{-13}\ \mathrm{cm^2/s}\) for 1 s, \(\sqrt{2Dt}=4.5\) nm. Variances add if boundaries are ignored, and the straggle becomes \(\sqrt{11.95^2+4.47^2}=12.8\) nm. Arsenic diffusivity depends on concentration and defects, so this is an estimate of size, not a prediction of the annealed junction.
